The tree theorem and loop-tree duality for one-loop integrals

A one-loop integral can be opened into tree-level integrands by putting internal lines on shell. This problem finds which lines must be cut, and what iε prescription the uncut lines must carry.

Natural units are used, with metric (+,−,…,−) in d dimensions. The N internal momenta are q_i = ℓ + k_i, where the k_i are fixed by the external momenta. The masses m_i are positive, and E_i = √(**q**_i² + m_i²). Write k_ji = k_j − k_i. The scalar integral is

L = −i ∫ d^dℓ/(2π)^d ∏_i G_F(q_i),

G_F(q_i) = 1/(q_i² − m_i² + i0).

The symbol i0 means iε with ε → 0⁺ at the end. No propagator is repeated. If the integral over **ℓ** diverges, it is regulated without changing the energy integral. The positive-energy mass shell is selected by

δ₊(q² − m²) = θ(q⁰) δ(q² − m²).

**(a) Compare G_F with the advanced propagator G_A(q) = 1/(q² − m² − i0 q⁰). Where are their poles in q⁰, and what is G_A − G_F?**

**Solution.** The poles of G_F obey (q⁰)² = E² − iε, so to first order in ε

q⁰ = ±(E − iε/(2E)).

The positive-energy pole lies below the real axis and the negative-energy pole above it. For G_A the condition is (q⁰)² − iεq⁰ − E² = 0, which gives

q⁰ = iε/2 ± √(E² − ε²/4).

Both of these poles lie above the axis.

For the difference, set X = q² − m² and use

1/(X ∓ i0) = PV(1/X) ± iπ δ(X),

where PV is the principal value. If q⁰ > 0, then G_A has X − i0 and G_F has X + i0. The principal values cancel, leaving iπδ(X) − (−iπδ(X)) = 2πi δ(X). If q⁰ < 0, then −i0q⁰ is +i0 and the two propagators agree. At q⁰ = 0 the regulator of G_A vanishes, but X = −E² is not zero there. Hence

G_A(q) = G_F(q) + 2πi δ₊(q² − m²).

The two propagators differ by a real, positive-energy particle.

**(b) Use the vanishing of an all-advanced loop to express L through cut integrals.**

**Solution.** At fixed **ℓ** and finite ε, every pole of ∏G_A lies above the real ℓ⁰ axis. Close the contour below. The integrand falls as |ℓ⁰|^(−2N), so the large arc contributes nothing, and no pole is enclosed:

∫ dℓ⁰ ∏_i G_A(q_i) = 0.

Let C_i = G_A(q_i) − G_F(q_i). Expanding ∏(G_F + C_i) gives one term for each subset S of lines. The empty subset is the original integrand, so

∫ dℓ⁰ ∏_i G_F(q_i) = −Σ_{S≠∅} ∫ dℓ⁰ ∏_{i∈S} C_i ∏_{j∉S} G_F(q_j).

This holds at finite ε. In the limit, C_i becomes 2πi δ₊(q_i² − m_i²). Multiplication by −i gives Feynman's tree theorem:

L = i Σ_{S≠∅} ∫ d^dℓ/(2π)^d ∏_{i∈S} 2πi δ₊(q_i² − m_i²) ∏_{j∉S} G_F(q_j).

One cut has the factor i(2πi) = −2π. Two cuts have i(2πi)² = −i(2π)². The single-cut part is therefore

L₁ = −Σ_i ∫ d^dℓ/(2π)^(d−1) δ₊(q_i² − m_i²) ∏_{j≠i} G_F(q_j).

The products of singular factors are understood under the full ℓ integral. They are defined when the mass shells involved cross with independent normals. For two lines this fails where q_i and q_j are parallel. On shell that requires k_ji² = (m_i + m_j)², the threshold, or k_ji² = (m_i − m_j)², the pseudothreshold; those external momenta are excluded.

The argument also shows where a numerator would matter. A numerator of degree r in ℓ⁰ leaves no arc term if r < 2N − 1. At higher degree, the arc must be treated separately.

**(c) Now integrate the original product of G_F over energy directly. What prescription must the uncut lines carry if single cuts are to suffice?**

**Solution.** Take all the k_i to be different. Choose a frame in which k_ji⁰ ≠ 0 for every pair, and keep ε finite. Define

ω_i = √(E_i² − iε), with Re ω_i > 0 and Im ω_i < 0.

The lower-half-plane pole of line i is at q_i⁰ = ω_i. Near it,

1/((q_i⁰)² − ω_i²) = 1/[(q_i⁰ − ω_i)(q_i⁰ + ω_i)],

so its residue factor is 1/(2ω_i).

Two such poles cannot coincide. Coincidence would require ω_i − ω_j = k_i⁰ − k_j⁰, a nonzero real number. But (ω_i − ω_j)(ω_i + ω_j) = E_i² − E_j² is real too, so ω_i + ω_j would have to be real, although its imaginary part is negative. All enclosed poles are therefore simple.

Closing below is clockwise, which gives ∫dℓ⁰/(2π) → −i Σ Res. With the prefactor −i of L, the overall factor is (−i)² = −1. At the pole of line i, the energy of line j is ω_i + k_ji⁰, so

L = −Σ_i ∫ d^(d−1)ℓ/(2π)^(d−1) 1/(2ω_i) ∏_{j≠i} 1/[(ω_i + k_ji⁰)² − ω_j²].

Expand one denominator. Since ω_i² − ω_j² = E_i² − E_j², the two explicit ε terms cancel:

(ω_i + k_ji⁰)² − ω_j² = E_i² − E_j² + 2ω_i k_ji⁰ + (k_ji⁰)².

Inserting ω_i = E_i − iε/(2E_i) + O(ε²) gives

(ω_i + k_ji⁰)² − ω_j² = (E_i + k_ji⁰)² − E_j² − iε k_ji⁰/E_i + O(ε²).

The surviving imaginary part comes from the displacement of the cut pole itself. As ε → 0 only its sign matters, and E_i is positive, so the prescription is −i0 k_ji⁰.

In covariant form, let η be a future timelike vector with η·k_ji ≠ 0. In the rest frame of η, the sign of k_ji⁰ is the sign of η·k_ji. Also, d^(d−1)q_i/(2E_i) = d^dℓ δ₊(q_i² − m_i²). A single cut can diverge even when L converges, as happens for the triangle in 3+1 dimensions. The sums over cuts, here and in part (b), are therefore taken at common **ℓ** before the spatial integration. With this understanding, a convergent or invariantly regulated integral obeys the loop-tree duality formula:

L = −Σ_i ∫ d^dℓ/(2π)^(d−1) δ₊(q_i² − m_i²) ∏_{j≠i} 1/(q_j² − m_j² − i0 η·k_ji).

If k_ji⁰ vanishes in one frame but k_ji ≠ 0, another η can be chosen. If k_ji = 0 but the masses differ, the denominator of line j on cut i is the nonzero constant m_i² − m_j², and that line needs no prescription. A repeated propagator has k_ji = 0 and equal masses; it produces a double pole, and the simple-residue formula fails.

The finite-ε formula can be illustrated with three propagators at fixed **ℓ**. Take energies (1.2, 1.5, 0.9)m, energy shifts k_i⁰ = (0, 0.7, −1.1)m and ε = 0.3m², where m is a reference mass. Adaptive quadrature of −i∫dℓ⁰/(2π)∏G_F gives (−0.12348 − 0.15290i) m⁻⁵. The sum of the three residue terms gives the same value to these digits.

**(d) Apply the formula to the bubble, with q₁ = ℓ and q₂ = ℓ + p. Which singularities survive in the sum of the two cuts?**

**Solution.** Here k₂₁ = p and k₁₂ = −p. For p⁰ ≠ 0, the dual cuts have the integrands

I₁ = −1/(2E₁) · 1/[(E₁ + p⁰)² − E₂² − i0p⁰],

I₂ = −1/(2E₂) · 1/[(E₂ − p⁰)² − E₁² + i0p⁰].

To add them without losing a delta term, return to finite ε and replace E_i by ω_i. Define

x = p⁰ + ω₁ − ω₂, Ω = ω₁ + ω₂.

The denominators factor as

(ω₁ + p⁰)² − ω₂² = x(Ω + p⁰),

(ω₂ − p⁰)² − ω₁² = −x(Ω − p⁰).

The sum is therefore

I₁ + I₂ = −1/[2ω₁x(Ω + p⁰)] + 1/[2ω₂x(Ω − p⁰)]

= [−ω₂(Ω − p⁰) + ω₁(Ω + p⁰)] / [2ω₁ω₂x(Ω² − (p⁰)²)].

The numerator is Ω(ω₁ − ω₂) + p⁰(ω₁ + ω₂) = Ωx. The factor x cancels at finite ε, before any limit is taken. Since Ω² has a negative imaginary part, the limit is

L = ∫ d^(d−1)ℓ/(2π)^(d−1) (E₁ + E₂)/(2E₁E₂) · 1/[(E₁ + E₂)² − (p⁰)² − i0].

Each cut can be singular at E₂ − E₁ = p⁰, but the sum is not. What survives is E₁ + E₂ = |p⁰|, where the external energy can create both particles. This requires p² ≥ (m₁ + m₂)² and produces the physical absorptive part. The two single cuts are thus the complete bubble.

**(e) Suppose +i0 is kept in both single cuts. Find the error, and evaluate it in 1+1 dimensions.**

**Solution.** At the surviving singularity nothing changes. For p⁰ > 0 it lies in I₂, whose dual prescription is already +i0. For p⁰ < 0 it lies in I₁, where −i0p⁰ is also +i0. The difference comes from the common zero.

Let y = p⁰ + E₁ − E₂. Near y = 0 the cut denominators are 2E₂y and −2E₁y. With +i0 in both, the singular parts are

−1/(4E₁E₂) · 1/(y + i0) + 1/(4E₁E₂) · 1/(y − i0) = 2πi δ(y)/(4E₁E₂).

With the dual prescription the same two terms cancel. Hence

L₁ − L = 2πi ∫ d^(d−1)ℓ/(2π)^(d−1) δ(p⁰ + E₁ − E₂)/(4E₁E₂).

The double cut from part (b) is

L₂ = −i(2π)² ∫ d^dℓ/(2π)^d δ₊(q₁² − m₁²) δ₊(q₂² − m₂²).

Its energy integral gives δ(E₁ + p⁰ − E₂)/(4E₁E₂), so L₂ = −(L₁ − L). The tree theorem and duality agree: the modified prescription does the work of the double cut.

In d = 2, write a and b for the spatial components of q₁ and q₂. Since dy/dℓ¹ = a/E₁ − b/E₂, each solution contributes

1/(4E₁E₂|dy/dℓ¹|) = 1/(4|aE₂ − bE₁|).

The denominator is invariant:

(aE₂ − bE₁)² = (E₁E₂ − ab)² − (E₁² − a²)(E₂² − b²) = (q₁·q₂)² − m₁²m₂².

From p = q₂ − q₁ follows q₁·q₂ = (m₁² + m₂² − p²)/2. The right side is then λ/4, where

λ = [p² − (m₁ + m₂)²][p² − (m₁ − m₂)²].

Each solution contributes 1/(2√λ). With n solutions,

L₂ = −i n/(2√λ).

To count them, note that two positive-energy momenta obey q₁·q₂ ≥ m₁m₂, and hence p² ≤ (m₁ − m₂)².

- For spacelike p, use a frame with p = (0,P). The equation E₁ = E₂ becomes 2ℓ¹P = m₁² − m₂² − P², so n = 1.
- For 0 < p² < (m₁ − m₂)², use the rest frame of p. There E₂ − E₁ = (m₂² − m₁²)/(E₁ + E₂), whose magnitude falls from |m₂ − m₁| to zero as |ℓ¹| grows. If p⁰ has the sign of m₂ − m₁, there are two solutions ±ℓ¹, so n = 2. Otherwise n = 0.
- For lightlike p ≠ 0 and m₁ ≠ m₂, the condition is 2q₁·p = m₂² − m₁². On the mass shell q₁·p has the sign of p⁰ and takes each value of that sign once. So n = 1 if p⁰ has the sign of m₂ − m₁, and n = 0 otherwise.
- For p² > (m₁ − m₂)², n = 0.

Single cuts with +i0 therefore suffice in some kinematic regions, but not in all.

**(f) Evaluate the cuts in 1+1 dimensions for m₁ = m and m₂ = 1.5m, and compare them with an evaluation that uses no cuts.**

**Solution.** For the comparison, combine the propagators by

1/(D₁D₂) = ∫₀¹ dx/[(1−x)D₁ + xD₂]².

Completing the square gives the bracket (ℓ + xp)² − Δ, with

Δ = (1−x)m₁² + xm₂² − x(1−x)p² − i0.

Shift ℓ and rotate ℓ⁰ = iℓ_E⁰, first where Δ > 0. The measure supplies i, which cancels the prefactor −i:

L = ∫₀¹ dx ∫ d²ℓ_E/(2π)² 1/(ℓ_E² + Δ)².

With u = ℓ_E², the inner integral is (1/4π)∫₀^∞ du/(u + Δ)² = 1/(4πΔ). Thus

L = (1/4π) ∫₀¹ dx/Δ,

continued to other p² with Δ − i0.

Each cut also converges separately here. The denominator of cut 1 is 2E₁p⁰ − 2q₁¹p¹ + p² + m₁² − m₂², which grows linearly if p² ≠ 0, and 1/(2E₁) supplies another inverse power. Cut 2 behaves likewise. The cuts were integrated numerically as a principal value plus delta terms, and the x integral by quadrature along a path displaced into the complex plane. All values below are in m⁻².

Spacelike, p = (0.6, 1.4)m, p² = −1.60m²:

cut 1 = 0.04043 − 0.06560i
cut 2 = 0.00385 + 0.06560i
sum = 0.04428

Below the pseudothreshold (m₁ − m₂)² = 0.25m², p = (0.5, 0.3)m, p² = 0.16m²:

cut 1 = 0.17792 − 0.67537i
cut 2 = −0.12540 + 0.67537i
sum = 0.05253

Between the thresholds, p = (1.7, 0.5)m, p² = 2.64m²:

cut 1 = −0.06116
cut 2 = 0.13518
sum = 0.07402

Above the threshold (m₁ + m₂)² = 6.25m², p = (3.2, 0.8)m, p² = 9.60m²:

cut 1 = −0.02307
cut 2 = −0.01623 + 0.08934i
sum = −0.03930 + 0.08934i

In all four cases the Feynman-parameter integral gives the same sum to the digits shown.

The imaginary parts in the spacelike case follow from part (e). There λ = (−7.85)(−1.85)m⁴ = 14.52m⁴, so L₂ = −i/(2√λ) = −0.1312i. Each dual cut carries half this magnitude, with opposite signs. With +i0 in both, the halves add, and the single cuts give 0.0443 + 0.1312i. The double cut removes the false imaginary part.

In the second case n = 2 and the +i0 single cuts give 0.0525 + 1.3507i, again corrected by L₂ = −1.3507i. In the last two cases n = 0, so both prescriptions give the same answer. The imaginary part above threshold is physical and remains.

**(g) In 3+1 dimensions, take equal masses m and p = (p⁰, **0**) with p⁰ > 0. How do the cuts combine when each diverges?**

**Solution.** Now E₁ = E₂ = E, and the cut integrands are

I₁ = −1/[2Ep⁰(p⁰ + 2E)],

I₂ = −1/[2E(p⁰(p⁰ − 2E) + i0)].

With the angular integral done, the measure is |**ℓ**|²d|**ℓ**|/(2π²). Impose a common cutoff |**ℓ**| < Λ. At large E, I₁ → −1/(4p⁰E²) and I₂ → +1/(4p⁰E²), so the cuts grow as ∓Λ/(8π²p⁰). By part (d), their sum is

I₁ + I₂ = 1/[E(4E² − s − i0)], s = (p⁰)²,

which falls as 1/(4E³) and leaves growth (1/8π²) ln Λ.

For p⁰ = 3m, numerical integration gives these real parts, which are dimensionless:

Λ = 100m: −0.39311 + 0.45113 = 0.05802
Λ = 200m: −0.81092 + 0.87772 = 0.06680

The sum rises by 0.00878, which is ln 2/(8π²), while each cut changes by more than 0.4. The cuts must be regulated together.

Subtracting the value of the sum at s = 0 removes the logarithm. There p = 0 and the two propagators coincide, so each cut alone is undefined, but the combined integrand has the finite limit 1/(4E³), which is also what the double pole gives. Set s′ = 4E² and v = √(1 − 4m²/s′) = |**ℓ**|/E. Since |**ℓ**|d|**ℓ**| = E dE and dE = ds′/(8E),

L(s) = (1/2π²) ∫ |**ℓ**| dE/(4E² − s − i0) = (1/16π²) ∫_{4m²}^∞ ds′ v/(s′ − s − i0).

The subtraction replaces 1/(s′ − s) by s/[s′(s′ − s)]. With s′ = 4m²/(1 − v²) and ds′ = 8m²v dv/(1 − v²)²,

L(s) − L(0) = (1/16π²) ∫₀¹ dv 2sv²/[4m² − s(1 − v²) − i0].

The uncut calculation gives the same expression. The Wick-rotated radial measure is u du/(16π²), and

∫₀^∞ u du [1/(u + Δ)² − 1/(u + m²)²] = −ln(Δ/m²).

Here Δ = m² − x(1−x)s − i0, so

L(s) − L(0) = −(1/16π²) ∫₀¹ dx ln[1 − x(1−x)s/m² − i0].

Put x = (1 − v)/2. The integrand is even in v, so the x integral becomes ∫₀¹dv with x(1−x) = (1 − v²)/4. Integrate by parts. The boundary term v ln[1 − (1 − v²)s/(4m²)] vanishes at both ends, and the derivative of the logarithm is 2sv/[4m² − s(1 − v²)]. This reproduces the cut result, now analytically.

Above threshold let β = √(1 − 4m²/s). The v integral becomes 2∫₀¹dv v²/(v² − β² − i0), whose imaginary part is 2β²·π/(2β) = πβ. Therefore

Im L = β/(16π).

At s = 9m² this is √(5/9)/(16π) = 0.01483. Integrating the two cuts up to Λ = 2000m and subtracting the s = 0 integral gives

L(s) − L(0) = 0.00358 + 0.01483i.

The Feynman-parameter integral gives the same value to these digits. The omitted tail is about s/(64π²Λ²), or 4 × 10⁻⁹. The absorptive part comes from cut 2 alone, at |**ℓ**| = 1.118m, where 2E = p⁰ and both particles are on shell.
